# Hydraulic diameter and effective aspect ratio of trenches and holes: verification in Python

```python
# Result under test: with hydraulic diameter d_h = 4*area/perimeter and
# effective cylindrical aspect ratio a = depth/d_h, a long trench has half
# the a of a circular hole of equal depth and opening width.
# The perimeter counts side walls only. Transport is free-molecular with
# cosine re-emission. Dose means (impinging flux * time)/(saturation uptake
# per area). Near full coverage, dose = hits + ln(1/bare)/sticking, where
# hits is the mean number of further surface hits before escape and bare is
# the uncovered fraction. Diffusion estimates hits as 11 a/4 + 3 a^2/2.
# Scaled lengths are in opening widths.
import numpy as np
from scipy import constants as const
from scipy.linalg import toeplitz

rng = np.random.default_rng(12345)
BARE_END = 0.05


def hydraulic_diameter(area, perimeter):
    return 4.0 * area / perimeter


def rectangle_diameter(width, length):
    return hydraulic_diameter(width * length, 2.0 * (width + length))


def circle_diameter(diameter):
    return hydraulic_diameter(np.pi * diameter**2 / 4, np.pi * diameter)


def cosine_directions(count):
    """Unit vectors: component along the normal, then two tangential ones."""
    u = 1.0 - rng.random(count)
    angle = 2.0 * np.pi * rng.random(count)
    tangent = np.sqrt(1.0 - u)
    return np.sqrt(u), tangent * np.cos(angle), tangent * np.sin(angle)


def mean_flight_rectangle(width, length, count=1000000):
    """Mean wall-to-wall flight in an endlessly deep rectangular pore."""
    normal, side, _ = cosine_directions(count)
    on_long_wall = rng.random(count) < length / (length + width)
    along = np.where(on_long_wall, length, width)
    across = np.where(on_long_wall, width, length)
    start = along * rng.random(count)
    room = np.where(side > 0, along - start, start)
    side_size = np.maximum(np.abs(side), 1e-300)
    return np.mean(np.minimum(across / normal, room / side_size))


def mean_flight_circle(diameter, count=1000000):
    normal, side, _ = cosine_directions(count)
    return np.mean(diameter * normal / (normal**2 + side**2))


# Integral over distance s of the chance that a molecule leaving a wall
# flies axially farther than s in one chosen direction (opening width 1).
def escape_integral_slit(s):
    return 0.5 * (s - np.sqrt(s**2 + 1.0))


def escape_integral_tube(s):
    return 0.5 * s * np.sqrt(s**2 + 1.0) - 0.5 * s**2


# Each shape: escape integral and perimeter/area for opening width 1.
SHAPES = {"tube": (escape_integral_tube, 4.0),
          "slit": (escape_integral_slit, 2.0)}


def view_factors(shape, depth, cells):
    """Exchange between wall cells and floor, and the view of the mouth."""
    integral, wall_per_area = SHAPES[shape]
    h = depth / cells
    g = integral(h * np.arange(cells + 1))
    to_mouth = np.diff(g) / h
    to_floor = to_mouth[::-1]
    column = np.empty(cells)
    column[0] = 1.0 - 2.0 * (g[1] - g[0]) / h
    column[1:] = (2.0 * g[1:-1] - g[:-2] - g[2:]) / h
    view = np.zeros((cells + 1, cells + 1))
    view[:cells, :cells] = toeplitz(column)
    view[:cells, cells] = to_floor
    view[cells, :cells] = wall_per_area * h * to_floor
    source = np.append(to_mouth, 1.0 - view[cells].sum())
    return view, source, h


def surface_flux(view, source, reflectivity):
    matrix = np.eye(len(source)) - view * reflectivity[None, :]
    return np.linalg.solve(matrix, source)


def transmission(shape, depth, cells=500):
    """Chance to reach an absorbing floor past fully reflecting walls."""
    view, source, _ = view_factors(shape, depth, cells)
    reflectivity = np.ones(cells + 1)
    reflectivity[-1] = 0.0
    return surface_flux(view, source, reflectivity)[-1]


def largest_hit_count(shape, depth, cells=160):
    """Mean further hits before escape, from the surface hardest to leave."""
    view, source, _ = view_factors(shape, depth, cells)
    ones = np.ones(cells + 1)
    return np.max(np.linalg.solve(np.eye(cells + 1) - view, ones) - 1.0)


def tracked_transmission(shape, depth, count=200000):
    """The transmission chance from individually followed molecules."""
    axial, vx, vy = cosine_directions(count)
    if shape == "tube":
        radius = 0.5 * np.sqrt(rng.random(count))
        a = np.maximum(vx**2 + vy**2, 1e-300)
        b = radius * vx
        path = (-b + np.sqrt(b**2 + a * (0.25 - radius**2))) / a
    else:
        y = rng.random(count)
        speed = np.maximum(np.abs(vx), 1e-300)
        path = np.where(vx > 0, 1.0 - y, y) / speed
    z = axial * path
    passed = np.count_nonzero(z >= depth)
    z = z[z < depth]
    while z.size:
        normal, side, axial = cosine_directions(z.size)
        if shape == "tube":
            path = normal / (normal**2 + side**2)
        else:
            path = 1.0 / normal
        z = z + path * axial
        passed += np.count_nonzero(z >= depth)
        z = z[(z > 0.0) & (z < depth)]
    return passed / count


def estimated_hits(a):
    return 11.0 * a / 4.0 + 1.5 * a**2


def estimated_dose(a, sticking):
    return estimated_hits(a) - np.log(BARE_END) / sticking


def estimated_transmission(a):
    return 1.0 / (1.0 + 0.75 * a)


def coat(shape, depth, sticking, dose_step, cells=160):
    """Coat until the least covered surface is 95 % covered."""
    view, source, h = view_factors(shape, depth, cells)
    bare = np.ones(cells + 1)
    doses, coated_depths = [0.0], [0.0]
    while bare.max() > BARE_END:
        flux = surface_flux(view, source, 1.0 - sticking * bare)
        bare = bare * np.exp(-sticking * flux * dose_step)
        doses.append(doses[-1] + dose_step)
        coated_depths.append(h * np.sum(1.0 - bare[:-1]))
        assert len(doses) < 5000, "coating did not finish"
    return np.array(doses), np.array(coated_depths)


# Mean flights: the physical meaning of four times area over perimeter
flight_circle = mean_flight_circle(1.0)
flight_short = mean_flight_rectangle(1.0, 3.0)
flight_long = mean_flight_rectangle(1.0, 1.0e6)
# Tolerances cover sampling noise; the long slit has heavy-tailed flights.
assert abs(flight_circle / circle_diameter(1.0) - 1) < 0.01
assert abs(flight_short / rectangle_diameter(1.0, 3.0) - 1) < 0.01
assert abs(flight_long / rectangle_diameter(1.0, 1.0e6) - 1) < 0.02
assert abs(flight_circle / flight_long - 0.5) < 0.01

# Radiosity solution against followed molecules
tracked = {}
for name in SHAPES:
    tracked[name] = tracked_transmission(name, 5.0)
    assert abs(tracked[name] - transmission(name, 5.0)) < 0.005

# Example inputs: rough typical values for iridium deposition
width, depth, length = 100.0, 2000.0, 10000.0      # nm
temperature = 573.0                               # K
precursor_torr, total_torr = 0.001, 1.0           # Torr
growth_nm, film_nm = 0.05, 5.0                    # nm
sticking = 0.1
iridium_density = 22.6                            # g/cm3
iridium_molar = 192.217                           # g/mol
precursor_molar = iridium_molar + 15 * 12.011 + 21 * 1.008 + 6 * 15.999
nitrogen_molar = 28.014                           # g/mol
precursor_size, nitrogen_size = 1.0, 0.37         # nm

d_hole = circle_diameter(width)
d_trench = rectangle_diameter(width, length)
a_hole, a_finite = depth / d_hole, depth / d_trench
a_long = depth / rectangle_diameter(width, 1.0e12 * width)
dose_hole = estimated_dose(a_hole, sticking)
dose_trench = estimated_dose(a_long, sticking)

torr = const.torr
kt = const.k * temperature
mass = precursor_molar * 1e-3 / const.N_A
uptake = (growth_nm * 1e-9 * iridium_density * 1e3
          / (iridium_molar * 1e-3) * const.N_A)
exposure_unit = uptake * np.sqrt(2 * np.pi * mass * kt) / torr
exposure_hole = dose_hole * exposure_unit
exposure_trench = dose_trench * exposure_unit

# Ballistic coating and hit counts for the example features
scaled_depth = depth / width
runs, final, hits = {}, {}, {}
for name, a in (("tube", a_hole), ("slit", a_long)):
    hits[name] = largest_hit_count(name, scaled_depth)
    for probability in (1.0, sticking):
        run = coat(name, scaled_depth, probability,
                   estimated_hits(a) / 2000.0)
        runs[name, probability] = run
        final[name, probability] = run[0][-1]
        balance = hits[name] - np.log(BARE_END) / probability
        # Up to 5 % of sites are still bare, and time steps are finite.
        assert abs(run[0][-1] / balance - 1) < 0.06
# Diffusion is approximate; the slit also has long grazing flights.
assert abs(hits["tube"] / estimated_hits(a_hole) - 1) < 0.20
assert abs(hits["slit"] / estimated_hits(a_long) - 1) < 0.30

# Penetration at one common dose, before either floor matters
probe_a = 5.0
probe_dose = 2 * probe_a + 1.5 * probe_a**2
reach_hole = np.interp(probe_dose, *runs["tube", 1.0])
reach_trench = np.interp(probe_dose, *runs["slit", 1.0])
assert abs(reach_hole / probe_a - 1) < 0.20
assert abs(reach_trench / reach_hole - 2) < 0.5

# Where the equivalence of transport fails: slit against equivalent tube
slit_20, tube_10 = transmission("slit", 20.0), transmission("tube", 10.0)
slit_100 = transmission("slit", 100.0, 800)
tube_50 = transmission("tube", 50.0, 800)
assert slit_100 / tube_50 > slit_20 / tube_10 > 1.0

# Other neglected effects
collision_size = 0.5e-9 * (precursor_size + nitrogen_size)
mean_free_path_nm = 1e9 * kt / (
    total_torr * torr * np.pi * collision_size**2
    * np.sqrt(1 + precursor_molar / nitrogen_molar))
narrow = width - 2 * film_nm
a_hole_narrow = depth / circle_diameter(narrow)
a_long_narrow = depth / rectangle_diameter(narrow, 1.0e12 * narrow)
rise_hole = estimated_dose(a_hole_narrow, sticking) / dose_hole - 1
rise_trench = estimated_dose(a_long_narrow, sticking) / dose_trench - 1

print(f"Opening width: {width:.0f} nm; depth: {depth:.0f} nm")
print(f"Trench length: {length:.0f} nm")
print(f"Hydraulic diameter, hole: {d_hole:.1f} nm")
print(f"Hydraulic diameter, finite trench: {d_trench:.1f} nm")
print(f"Effective aspect ratio, hole: {a_hole:.2f}")
print(f"Effective aspect ratio, long-trench limit: {a_long:.2f}")
print(f"Effective aspect ratio, finite trench: {a_finite:.2f}")
print(f"Ratio to hole, long limit: {a_long / a_hole:.4f}")
print(f"Ratio to hole, finite trench: {a_finite / a_hole:.4f}")
print(f"Mean flight/width, circle (sampled): {flight_circle:.3f}")
print(f"Mean flight/width, 1:3 rectangle (sampled): {flight_short:.3f}")
print(f"Mean flight/width, long trench (sampled): {flight_long:.3f}")
for name in SHAPES:
    print(f"Transmission, {name}, depth/width 5: radiosity "
          f"{transmission(name, 5.0):.4f}, tracked {tracked[name]:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Precursor pressure: {precursor_torr:.3f} Torr")
print(f"Total pressure: {total_torr:.1f} Torr")
print(f"Growth per cycle: {growth_nm:.2f} nm")
print(f"Iridium density: {iridium_density:.1f} g/cm3")
print(f"Precursor molar mass: {precursor_molar:.1f} g/mol")
print(f"Saturation uptake: {uptake * 1e-4:.3e} molecules/cm2")
print(f"Exposure per unit dose: {exposure_unit:.3e} Torr s")
print(f"Sticking probability in example: {sticking:.1f}")
print(f"Hits before escape, hole: diffusion {estimated_hits(a_hole):.1f}, "
      f"ballistic {hits['tube']:.1f}")
print(f"Hits before escape, trench: diffusion {estimated_hits(a_long):.1f}, "
      f"ballistic {hits['slit']:.1f}")
print(f"Sticking term for 95 %: {-np.log(BARE_END) / sticking:.1f}")
print(f"Estimated dose: hole {dose_hole:.1f}, trench {dose_trench:.1f}")
print(f"Estimated dose ratio trench/hole: {dose_trench / dose_hole:.3f}")
print(f"Estimated exposure, hole: {exposure_hole:.3e} Torr s")
print(f"Estimated exposure, trench: {exposure_trench:.3e} Torr s")
print(f"Estimated pulse, hole: {exposure_hole / precursor_torr:.2f} s")
print(f"Estimated pulse, trench: {exposure_trench / precursor_torr:.2f} s")
for probability in (1.0, sticking):
    hole, trench = final["tube", probability], final["slit", probability]
    print(f"Ballistic dose (95 % everywhere), sticking {probability:.1f}: "
          f"hole {hole:.1f}, trench {trench:.1f}, ratio {trench / hole:.3f}")
print(f"Common dose for penetration test, sticking 1: {probe_dose:.1f}")
print(f"Ballistic coated depth/width, hole: {reach_hole:.2f}")
print(f"Ballistic coated depth/width, trench: {reach_trench:.2f}")
print(f"Penetration ratio trench/hole: {reach_trench / reach_hole:.3f}")
print(f"Diffusion transmission at a = 10: {estimated_transmission(10):.4f}")
print(f"Transmission at a = 10: tube {tube_10:.4f}, slit {slit_20:.4f}")
print(f"Slit/tube transmission at a = 10: {slit_20 / tube_10:.3f}")
print(f"Slit/tube transmission at a = 50: {slit_100 / tube_50:.3f}")
print(f"Precursor mean free path in N2: {mean_free_path_nm:.0f} nm")
print(f"Mean free path/trench hydraulic diameter: "
      f"{mean_free_path_nm / d_trench:.1f}")
print(f"Assumed molecular diameters: precursor {precursor_size:.2f} nm, "
      f"N2 {nitrogen_size:.2f} nm")
print(f"Precursor size/opening width: {100 * precursor_size / width:.1f} %")
print(f"Width after {film_nm:.0f} nm film on each wall: {narrow:.0f} nm")
print(f"Aspect ratios after film: hole {a_hole_narrow:.2f}, "
      f"trench {a_long_narrow:.2f}")
print(f"Dose increase after film: hole {100 * rise_hole:.1f} %, "
      f"trench {100 * rise_trench:.1f} %")
print("checks complete")
```

Printed output:

```
Opening width: 100 nm; depth: 2000 nm
Trench length: 10000 nm
Hydraulic diameter, hole: 100.0 nm
Hydraulic diameter, finite trench: 198.0 nm
Effective aspect ratio, hole: 20.00
Effective aspect ratio, long-trench limit: 10.00
Effective aspect ratio, finite trench: 10.10
Ratio to hole, long limit: 0.5000
Ratio to hole, finite trench: 0.5050
Mean flight/width, circle (sampled): 0.999
Mean flight/width, 1:3 rectangle (sampled): 1.503
Mean flight/width, long trench (sampled): 2.002
Transmission, tube, depth/width 5: radiosity 0.1909, tracked 0.1889
Transmission, slit, depth/width 5: radiosity 0.3564, tracked 0.3570
Temperature: 573 K
Precursor pressure: 0.001 Torr
Total pressure: 1.0 Torr
Growth per cycle: 0.05 nm
Iridium density: 22.6 g/cm3
Precursor molar mass: 489.5 g/mol
Saturation uptake: 3.540e+14 molecules/cm2
Exposure per unit dose: 5.338e-06 Torr s
Sticking probability in example: 0.1
Hits before escape, hole: diffusion 655.0, ballistic 687.4
Hits before escape, trench: diffusion 177.5, ballistic 140.9
Sticking term for 95 %: 30.0
Estimated dose: hole 685.0, trench 207.5
Estimated dose ratio trench/hole: 0.303
Estimated exposure, hole: 3.656e-03 Torr s
Estimated exposure, trench: 1.107e-03 Torr s
Estimated pulse, hole: 3.66 s
Estimated pulse, trench: 1.11 s
Ballistic dose (95 % everywhere), sticking 1.0: hole 691.4, trench 142.8, ratio 0.207
Ballistic dose (95 % everywhere), sticking 0.1: hole 710.7, trench 167.4, ratio 0.236
Common dose for penetration test, sticking 1: 47.5
Ballistic coated depth/width, hole: 4.61
Ballistic coated depth/width, trench: 10.06
Penetration ratio trench/hole: 2.184
Diffusion transmission at a = 10: 0.1176
Transmission at a = 10: tube 0.1093, slit 0.1539
Slit/tube transmission at a = 10: 1.408
Slit/tube transmission at a = 50: 1.862
Precursor mean free path in N2: 9365 nm
Mean free path/trench hydraulic diameter: 47.3
Assumed molecular diameters: precursor 1.00 nm, N2 0.37 nm
Precursor size/opening width: 1.0 %
Width after 5 nm film on each wall: 90 nm
Aspect ratios after film: hole 22.22, trench 11.11
Dose increase after film: hole 21.4 %, trench 18.4 %
checks complete
```
